Basis size and evaluation cost of the atomic cluster expansion

**What is being decided**

Someone setting up an atomic cluster expansion for an alloy must choose a body order, a polynomial degree, a list of elements and a cutoff radius. The first three fix how many coefficients must be fitted. The cutoff sets the number of neighbours J, and with it part of the time per energy evaluation. The two costs follow different laws. The number of coefficients rises steeply with degree and number of elements, while the evaluation time rises linearly in J, above a part that does not depend on J.

**The basis and its truncation**

Consider one central atom with neighbours j = 1…J at relative positions r_j, of elements z_j drawn from S elements. The one-particle functions are

φ_nlm(r) = R_n(r) Y_lm(r/r), n ≥ 1, l ≥ 0, −l ≤ m ≤ l, (1)

where R_n is a cutoff function times a polynomial of degree n − 1. The atomic density of element z, projected on these functions, is

A_znlm = Σ_j δ(z,z_j) φ_nlm(r_j). (2)

Write v for the label (z,n,l,m). A basis product of correlation order ν is A_v1 A_v2 … A_vν; with the central atom its body order is ν + 1. Each factor is assigned the degree d = n + l, and a product is kept if

Σ_t (n_t + l_t) ≤ D. (3)

The site energy is a linear combination of the rotation- and inversion-invariant combinations of these products. Counts below are for one central element. If each central element has its own coefficients, the total gains a further factor S.

**Counting the products**

For given d, l runs from 0 to d − 1, because n = d − l must be at least 1. The number of functions of degree d per element is therefore

Σ_{l=0}^{d−1} (2l + 1) = d(d − 1) + d = d². (4)

First take one element and ordered lists of ν factors. Their generating function, in which the power of q records the total degree, is the ν-th power of

Σ_d d² q^d = q(1 + q)/(1 − q)³. (5)

Set q = e^(−ε). As ε → 0, the right side tends to 2/ε³, so the generating function tends to 2^ν ε^(−3ν). A Tauberian theorem converts this into a count: if coefficients a_d ≥ 0 satisfy Σ_d a_d e^(−εd) → C ε^(−k), then

Σ_{d≤D} a_d → C D^k/k!. (6)

Arrows between growing quantities mean that their ratio tends to 1.

With S elements each factor has S choices. Since the factors commute, a product of ν different functions appears in ν! ordered lists. Lists containing two equal functions have one free label (n,l,m) fewer, so they are fewer by a factor of order D³. Hence, for fixed ν and S and large D,

N_prod → (2S)^ν D^(3ν) / [ν! (3ν)!]. (7)

**Counting the invariants**

Under rotations, the products of given labels (z,n,l) split into multiplets of angular momentum L. Every multiplet has one state with M = Σ_t m_t = 0, and every multiplet with L ≥ 1 also has one with M = 1. The difference leaves L = 0. Inversion multiplies a product by (−1)^(Σl), so

N_inv = N(M = 0) − N(M = 1), both taken with Σ_t l_t even. (8)

This gives exact counts at finite D. One introduces the one-particle functions one at a time and keeps a table c_ν(d,M,π) of products by order, degree, M and parity π. A new function (n,l,m) updates it by

c_ν(d,M,π) ← c_ν(d,M,π) + c_{ν−1}(d − n − l, M − m, π(−1)^l). (9)

Taking ν in ascending order lets the new function occur repeatedly.

The role of parity shows at ν = 3, D = 7, S = 2. Equation (8) gives 126 invariants, and dropping the parity condition gives 128. The two extra ones are triple products of three vectors, l = (1,1,1). They need three different labels (z,n) with Σn ≤ 4: both elements at n = 1, and either element at n = 2. They change sign under inversion and cannot enter an energy.

For the large-D law, average over the rotation group. With q^l attached to each l, the characters χ_l(θ) = sin[(l + ½)θ]/sin(θ/2) sum to

Σ_l q^l χ_l = Im[e^(iθ/2)/(1 − q e^(iθ))]/sin(θ/2)
= (1 + q)/(1 − 2q cos θ + q²). (10)

The second line follows on multiplying numerator and denominator by 1 − q e^(−iθ): the imaginary part of the numerator is then (1 + q) sin(θ/2). The radial sum Σ_{n≥1} q^n = q/(1 − q) multiplies this. With q = e^(−ε),

f(ε,θ) = coth(ε/2) / [2(cosh ε − cos θ)]. (11)

For ordered lists of one element, the proper rotations contribute the average of f^ν with weight (1 − cos θ)/π on 0 ≤ θ ≤ π. At small ε and θ, f → 2/[ε(ε² + θ²)] and the weight tends to θ²/(2π). Substituting θ = εu gives

⟨f^ν⟩ → (2^ν/2π) ε^(3−3ν) ∫_0^∞ u²/(1 + u²)^ν du = C_ν ε^(−(3ν−3)). (12)

The integral is √π Γ(ν − 3/2)/[4Γ(ν)], so

C_ν = 2^ν Γ(ν − 3/2) / [8√π Γ(ν)], ν ≥ 2. (13)

Angles away from zero contribute at order ε^(−ν), which is weaker for ν ≥ 2.

The other half of the group consists of rotations combined with inversion. There q^l becomes (−q)^l, and the same sum gives

f₋(ε,θ) = 1/[2(cosh ε + cos θ)]. (14)

This is large near θ = π, that is, near reflections. With θ = π − φ, f₋ → 1/(ε² + φ²) and the weight tends to 2/π. Therefore

⟨f₋^ν⟩ → (2/π) ε^(1−2ν) ∫_0^∞ du/(1 + u²)^ν = C′_ν ε^(−(2ν−1)), (15)

C′_ν = Γ(ν − ½)/[√π Γ(ν)].

The full average is half the sum of (12) and (15). For ν = 2 the exponents agree and C₂ = C′₂ = ½, so the reflections restore the factor that the ½ removes. For ν ≥ 3 they are subleading. Let p₂ = 1 and p_ν = ½ for ν ≥ 3. By (6), the number W_ν of ordered invariants for one element obeys

W_ν → p_ν C_ν D^(3ν−3)/(3ν − 3)!. (16)

**Elements and interchange of factors**

Sort the unordered invariants by how many different elements occur in them. If exactly j occur, they can be chosen in binomial(S,j) ways, and the remaining count c_j does not depend on S:

N_inv = Σ_{j=1}^ν binomial(S,j) c_j, c_ν = W_ν. (17)

The last equality holds because ν different elements make the factors distinguishable. Thus N_inv is a polynomial in S of degree ν with leading term W_ν S^ν/ν!. The same argument applies to N_prod.

At fixed S and large D the factor 1/ν! also holds. If all labels (z,n,l) in a list differ, the list and its permutations describe one unordered set with the same number of couplings. If two coincide, the symmetric invariants are at most as many as the ordered ones. For ν ≥ 3 such lists have ν − 1 free n, ν − 1 free l and at most ν − 3 free intermediate angular momenta. They contribute at most order D^(3ν−5), a relative correction of order D^(−2). For ν = 2, where l₁ = l₂ is already forced, they contribute order D² against D³. Consequently

N_inv → p_ν C_ν S^ν D^(3ν−3) / [ν! (3ν − 3)!], ν ≥ 2. (18)

For ν = 1 an invariant needs l = 0, and N_inv = SD exactly. The three powers of D lost between (7) and (18) correspond to the three angles of an overall rotation.

The case ν = 2 can be done by hand. Both factors have the same l, and n₁ + n₂ ≤ D − 2l leaves about (D − 2l)²/2 ordered pairs. Integrating over l from 0 to D/2 gives D³/12, and the factor S²/2! gives S²D³/24, in agreement with (18). For ν = 3, C₃ = ¼ and the law is S³D⁶/34560.

These counts refer to independent polynomials in the A_v. They are also independent functions of the positions if the φ_nlm are linearly independent and neighbourhoods with up to ν neighbours of each element are allowed. To see this, take ν neighbours and form the alternating sum over all their subsets. This isolates the terms in which every neighbour is used once, which are symmetrised products of independent functions. With fewer neighbours, some basis functions can become dependent.

**Growth with body order**

The truncation decides what happens as ν grows. With a fixed set of K one-particle functions and no limit on total degree, the number of products is

N_box = binomial(K + ν − 1, ν), (19)

and one further order multiplies it by (K + ν)/(ν + 1), a large factor while ν is much smaller than K. Under (3), each factor costs at least one unit of degree, so nothing remains for ν > D. For D = 6 and S = 2, the invariants of orders 1 to 7 number

12, 50, 60, 39, 16, 7, 0.

At order 6 every factor has n = 1 and l = 0. The 7 invariants differ in how many factors belong to the first element, from none to six. In this example each order beyond the third adds fewer functions than the one before. The counts keep rising all the way to order D only with very many elements: at least 28 for D = 6, and at least 124, more than the periodic table holds, for D = 12. In any case the highest orders contain only the lowest n and l. To give them finer resolution, D must be raised.

**Counts for D = 12**

Equations (8) and (9) give these invariants for orders 1 to 5, one central element:

S = 1: 12, 91, 244, 290, 189
S = 2: 24, 343, 1756, 3626, 3664
S = 4: 48, 1330, 13288, 51010, 88792
S = 8: 96, 5236, 103312, 764284, 2453136

For S = 1 the sum is 826 coefficients. For S = 8 it is 3326064 per central element, and 8 × 3326064 = 26608512 in all. Going from four to eight elements multiplies the five orders by 2.00, 3.94, 7.77, 14.98 and 27.63. The leading power alone would give 2, 4, 8, 16 and 32; the lower powers of S in (17) account for the difference.

The large-D law is a guide to scaling here, not a substitute for the count. At ν = 3, S = 8 it gives 8³ × 12⁶/34560 = 44237, while the exact count is 2.34 times as large. At ν = 2 the ratio is 1.14, and at ν = 4 it is 2.52.

Much of the slow convergence at ν = 3 comes from reflections. By (15) and (6), they add C′₃D⁵/5! to C₃D⁶/6!. With C′₃ = 3/8 this is a relative correction 9/D. A further 3/D arises because summing all degrees up to D multiplies the series by 1/(1 − q) = (1/ε)(1 + ε/2 + …), which adds ½C₃D⁵/5!. The averages have no other singularity strong enough to alter this order. Together,

W₃ ≈ [D⁶/5760](1 + 12/D). (20)

At D = 80 the bracketed correction is 1.15, and direct counting of ordered invariants gives 1.156. At D = 12 it is already 2, too large for an expansion in 1/D to be accurate.

**Why evaluation is linear in the neighbour number**

Insert (2) into a product and multiply out:

∏_t A_vt = Σ_{j1} … Σ_{jν} ∏_t δ(z_t,z_jt) φ_{n_t l_t m_t}(r_jt). (21)

The right side runs over up to J^ν tuples of neighbours. The left side contains the same information after ν independent sums over j. This is the distributive law, and no approximation is involved.

The tuples in (21) include coincident neighbours, which are terms of lower body order. For three factors a, b, c, let A_ab = Σ_j a(r_j)b(r_j), and similarly for A_abc, with the element conditions included in a, b and c. The sum over three different neighbours is

Σ_{i,j,k different} a(r_i)b(r_j)c(r_k)
= A_a A_b A_c − A_ab A_c − A_ac A_b − A_bc A_a + 2A_abc. (22)

Each subtraction removes one coincident pair. The triple coincidence is then removed three times instead of once, and the last term restores two. The density expansion keeps these lower-body terms within its products. In a truncated basis they need not be exactly cancelled by the lower-order functions that are present.

The invariant couplings can be combined with the fitted coefficients beforehand, giving one coefficient per product:

E = Σ_p c_p B_p, B_p = ∏_{v in p} A_v. (23)

Removing the last factor from a kept product leaves another kept product, because its degree falls. Each B_p with ν ≥ 2 therefore costs one multiplication, B_p = B_p′ A_v. If there are k functions per element, a neighbour adds to the k densities of its own element and to no others. Counting additions and multiplications once the φ values are known,

cost = kJ + 3N − N₁, (24)

where N is the number of products of all orders and N₁ the number of order 1. The term 3N − N₁ comprises N − N₁ multiplications to form the B_p, N multiplications by c_p and N additions. In an invariant energy, c_p vanishes for products with Σ_t m_t ≠ 0 or odd Σ_t l_t. Equation (24) and the comparison below count these products too, so a program that skips the zero terms needs fewer operations. Evaluating the φ values adds another amount proportional to kJ. At fixed k the slope depends neither on S nor on ν; both enter the part independent of J.

Forces keep this scaling. Define w_v = ∂E/∂A_v and go through the products from highest to lowest order. From B_p = B_p′A_v, the derivative with respect to B_p is passed on to B_p′ with factor A_v and to A_v with factor B_p′. This takes a fixed number of operations per product. Then

∂E/∂r_j = Σ_nlm w_{z_j nlm} ∇φ_nlm(r_j), (25)

which is a sum of k terms per Cartesian component for each neighbour.

**Operation counts and the choice of settings**

Take D = 6, S = 2 and orders 1 to 3. By (4), k = 1 + 4 + 9 + 16 + 25 + 36 = 91. There are 182, 826 and 658 products of the three orders, N = 1666 in all. Equation (24) becomes

cost = 91J + 3 × 1666 − 182 = 91J + 4816. (26)

For comparison, let half the neighbours belong to each element and evaluate the right side of (21) tuple by tuple. A tuple of order ν costs ν multiplications, including the coefficient, and one addition:

cluster cost = 182 × 2(J/2) + 826 × 3(J/2)² + 658 × 4(J/2)³. (27)

At J = 8 the two routes need 5544 and 209552 operations; at J = 16 they need 6272 and 1509088. Doubling J multiplies the cluster sum by 7.20, close to the factor 8 of its cubic term. Restricting the sum to unordered tuples requires a symmetrised product for each tuple. This can lower the operation count at large J, but it leaves the power of J unchanged. At J = 64 the density route needs 10640 operations, 1.70 times its cost at J = 16 for four times as many neighbours, because the constant 4816 still matters. These figures count every kept product. An invariant energy needs far fewer. At D = 6 no invariant of orders 1 to 3 contains l > 2, so only 20 of the 91 functions per element occur, and only 186 of the 1666 products can have a nonzero coefficient. Keeping these and the intermediate products they need gives 20J + 563. The cost at J = 64 is then 2.09 times that at J = 16, and the linear part exceeds the constant from about J = 28 rather than J = 53.

At uniform number density ρ, J = (4π/3)ρr_c³, so the part of the cost that is linear in J is cubic in the cutoff radius r_c. While 3N is much larger than this part, including the evaluation of the φ values, a moderate increase of the cutoff adds little time, whereas the time grows nearly in proportion to N. N can be reduced by lowering D or the highest order, or by limiting the S^ν growth. One way to do the last is to replace the element label by P < S channels, weighting neighbour j in channel c by u_c(z_j). The counts then hold with S replaced by P, apart from the separate coefficients of each central element. The price is that each neighbour now adds to Pk densities, and that the energy can distinguish neighbouring elements only through P weights.
